Finite-size correction for vertical charge transitions with frozen ionic polarisation, part 1

(Sections cited here and not found follow in the second part.)

FIRST HALF: THE ENERGY WITH FROZEN IONS

Q: I have a charged defect in a supercell, with its ions relaxed. An electron is then captured so quickly that the ions stay where they are. The final cell is neutral. Surely only the initial energy needs a finite-size correction?

A: The net charge of the final cell is zero, but its ions are still displaced in response to the charge that has gone. Those displacements carry bound charge, which interacts with its periodic images. Moreover, the ions were displaced by the field of the supercell, and not by that of an isolated defect. Both facts affect the final energy.

Let q be the initial charge number, positive when electrons are missing, and let q' = q + Δq be the final one. Capture of an electron has Δq = −1. The electron is exchanged with a reservoir, so the charge of the cell really changes. I write e for the elementary charge, ε_v for the vacuum permittivity, and n(r) for the shape of the localised defect charge, with ∫n d³r = 1.

Q: A periodic array of charges has no finite energy. What do you do about that?

A: The supercell, of volume Ω, contains a uniform neutralising background. I define

u = n for the isolated defect,
u = n − 1/Ω for the supercell,

and write the source charge density as ρ = q e u. The change is Δρ = Δq e u, which includes the change of the background. Every integral below runs over all space for the isolated defect and over one cell for the supercell. In the supercell u integrates to zero, so adding a constant to the potential does not alter the energy.

Q: What about the interaction with the potential of the perfect host? It is present before any screening.

A: It is linear in the added charge. I choose the average potential of the pristine cell as zero, so that the background has no interaction with it. Provided the host has no net dipole, the localised charge n then sees the same host potential in the supercell and in the isolated problem, apart from a constant. For a sheet in vacuum this constant depends on the cell height, because the vacuum enters the average. If the reservoir's electron energy is measured from that same zero, for instance through the band edge of the pristine cell, this linear term cancels from the finite-size difference. What remains is the energy of the added charge in the field that it causes itself.

Q: Then give me that energy without assuming a static dielectric constant. If the ions are to be frozen, I want to see them.

A: I assume a linear and local response. The ions carry a polarisation P(r), whose bound charge density is

ρ_ion = −∇·P.

The electrons follow at once, through the high-frequency dielectric tensor ε_∞(r). This tensor is symmetric and may vary in space. For any source s, define the potential G_∞s as the solution φ of

−∇·(ε_v ε_∞∇φ) = s.

With a symmetric tensor, two integrations by parts show that G_∞ is symmetric. The surface terms vanish for decaying fields and cancel for periodic ones. I abbreviate

(a|G|b) = ∬ a(r) G(r,r') b(r') d³r d³r'.

Suppose the fixed charge s is built up in proportion to a parameter t running from 0 to 1, while the electrons stay in their ground state. The potential at stage t is tG_∞s, and adding s dt costs t(s|G_∞|s)dt. Integration over t gives ½(s|G_∞|s), the electrostatic energy with the electronic polarisation included.

The ionic displacement also costs elastic energy. In the harmonic approximation the whole energy is

F[P,ρ] = ½(ρ+ρ_ion|G_∞|ρ+ρ_ion) + U[P],

U[P] = ∫ P·χ⁻¹·P/(2ε_v) d³r.

Here χ(r) is a positive ionic susceptibility. Where there are no ions, as in vacuum, P is set to zero and that region is left out of U.

Q: You have chosen the coefficient in U. How do I know that it gives the static dielectric response?

A: Minimise F over P. Let φ = G_∞(ρ+ρ_ion) and E = −∇φ. Since G_∞ is symmetric, a small change δP gives

δF = ∫ φ(−∇·δP) d³r + ∫ δP·χ⁻¹·P/ε_v d³r.

Integrating the first term by parts turns it into ∫∇φ·δP d³r = −∫E·δP d³r. Therefore

δF = ∫ δP·(χ⁻¹·P/ε_v − E) d³r.

This vanishes for every δP when

P = ε_v χ·E.

The stationary point is a minimum, because both terms of F are non-negative quadratic forms and U is positive for non-zero P. Put this P into the equation for φ:

−∇·(ε_v ε_∞∇φ) = ρ − ∇·P = ρ + ∇·(ε_v χ∇φ).

Moving the last term to the left gives

−∇·[ε_v(ε_∞+χ)∇φ] = ρ.

Thus ε_0 = ε_∞ + χ is the static tensor. I call its inverse operator G_0. The two descriptions of the relaxed state are tied together by

G_∞(ρ+ρ_ion) = G_0ρ.    (1)

On the left the ions appear as charge, and the electrons alone screen. On the right the ions have been absorbed into the static response. It is one potential written in two ways.

Q: What is the energy at this minimum? I suspect that the elastic energy spoils the usual factor of one half.

A: It does not, as the sum shows. With P = ε_vχ·E, the elastic term is ½∫P·E d³r. The bound charge contributes

½∫ρ_ion φ d³r = −½∫(∇·P)φ d³r = ½∫P·∇φ d³r = −½∫P·E d³r.

These two terms cancel, and there remains

F_relaxed = ½∫ρφ d³r = ½(ρ|G_0|ρ).    (2)

Q: Now freeze the ions. Do you have to calculate the bound charge and carry it into the final state?

A: It has to be carried, but it need not be calculated. Write s = ρ+ρ_ion for the initial fixed charge. After the transition it is s+Δρ, with the same P and therefore the same U. The vertical energy change is

ΔF = ½(s+Δρ|G_∞|s+Δρ) + U − ½(s|G_∞|s) − U.

Expand the first bracket. The symmetry of G_∞ makes the two cross terms equal, so

ΔF = (Δρ|G_∞|s) + ½(Δρ|G_∞|Δρ).

Equation (1) replaces G_∞s by G_0ρ:

ΔF = (Δρ|G_0|ρ) + ½(Δρ|G_∞|Δρ).    (3)

The new charge enters a potential that the ions have already screened statically. Its own response comes from the electrons alone. That is why the cross term has the static operator and the self term the high-frequency one.

Q: Turn this into a correction that I can add to a supercell energy.

A: For x = 0 or x = ∞ define

W_x = e²(u|G_x|u).

With ρ = q e u and Δρ = Δq e u, equation (3) becomes

ΔF = q Δq W_0 + ½(Δq)²W_∞.

This holds separately for the supercell and for the isolated defect, each with its own u and its own boundary conditions. Let

C_x = W_x(isolated) − W_x(supercell).

Subtracting the supercell expression from the isolated one gives the amount to add to the supercell's vertical energy:

δE_vert = q Δq C_0 + ½(Δq)²C_∞.    (4)

Q: The frozen polarisation in the supercell differs from the one around an isolated defect. Have you corrected for that, or only for the later interaction between images?

A: Both are included. In the supercell, the W_0 of the cross term belongs to ions relaxed in the field of the defect, its images and the background. In the isolated problem it belongs to ions relaxed around a single defect. Equation (4) therefore replaces one frozen polarisation by the other.

This fixes a condition on its use: the initial ions must have been relaxed in the same supercell. If they had instead been left at their pristine positions, P would be zero initially and finally. Each energy would then be ½(charge number)²W_∞, and the correction would be ½(q'²−q²)C_∞.

Q: Return to my neutral final state. What correction does its total energy need?

A: By equation (2), the initial relaxed energy needs ½q²C_0. The frozen final energy needs that plus the vertical correction:

δE_final = ½q²C_0 + qΔqC_0 + ½(Δq)²C_∞.

For a neutral final state Δq = −q, so

δE_final = ½q²C_0 − q²C_0 + ½q²C_∞ = ½q²(C_∞−C_0).    (5)

This vanishes if C_∞ = C_0, as it does when there is no ionic response. Otherwise a neutral cell with frozen ions generally needs a correction.

Q: And if the initial state is neutral?

A: Within this model the ions are then unpolarised by the defect charge. Setting q = 0 in equation (4) leaves ½(Δq)²C_∞, the purely electronic case. If there is no ionic response for any charge, C_0 = C_∞ = C, and equation (4) becomes

qΔqC + ½(Δq)²C = ½[(q+Δq)²−q²]C = ½(q'²−q²)C,

the usual difference between two total-energy corrections.

Q: After the transition the ions will relax. Does the energy they release also depend on the cell?

A: Yes. Before that relaxation the energy is

½q²W_0 + qΔqW_0 + ½(Δq)²W_∞.

Afterwards equation (2) gives

½(q+Δq)²W_0 = ½q²W_0 + qΔqW_0 + ½(Δq)²W_0.

The released energy is the difference,

R = ½(Δq)²(W_∞−W_0).    (6)

It cannot be negative, because relaxation minimises F. Its finite-size correction is ½(Δq)²(C_∞−C_0). For a neutral final state (Δq)² = q², and this equals equation (5). That is consistent: the relaxed neutral state needs no correction in this model, so the whole correction of the frozen state belongs to the energy that it will release.

Q: I know another recipe for bulk crystals. It gives the ions a definite charge, adds that to the defect charge, and screens the sum with ε_∞. Is it different physics?

A: In a uniform isotropic bulk it is the same physics. There the static field equation is ε_vε_0∇·E = ρ, so

ρ_ion = −ε_v(ε_0−ε_∞)∇·E = −(1−ε_∞/ε_0)ρ.    (7)

The bound charge has the shape of the source, background included. It can be described by a charge number q_ion = −q(1−ε_∞/ε_0), which gives q+q_ion = qε_∞/ε_0.

Treat this total as fixed charge screened by ε_∞. The vertical correction is then

½[(q+q_ion+Δq)²−(q+q_ion)²]C_∞
= (q+q_ion)ΔqC_∞ + ½(Δq)²C_∞
= q(ε_∞/ε_0)ΔqC_∞ + ½(Δq)²C_∞.    (8)

For a uniform constant, G_x is the vacuum operator divided by ε_x. Hence C_x = K/ε_x, where K depends on the cell and on n but not on ε_x. It follows that (ε_∞/ε_0)C_∞ = K/ε_0 = C_0, and equation (8) reduces to equation (4).

Q: So why not use that recipe for a two-dimensional material as well?

A: Two steps fail. In a sheet surrounded by vacuum the dielectric tensor varies in space, so the bound charge need not have the shape of ρ. For the same reason C_x is not generally proportional to 1/ε_x. Equation (4) used neither property; it needs the static and the electronic problem each solved for the actual dielectric profile.

Q: What if the captured electron occupies an orbital of a different shape from the initial charge?

A: Then equation (3) must be used before the common shape is inserted. Let the initial shape be u and the shape of the change be v, each with its background in the supercell. The correction is the isolated value minus the supercell value of

qΔq e²(v|G_0|u) + ½(Δq)²e²(v|G_∞|v).

The two responses enter as before, but the cross term and the self term have different shapes.

Q: A real defect is not a smooth model charge. How would I notice that the model charge was inadequate?

A: By comparing potentials. For the frozen final state the model predicts the change from the pristine host as

φ_final = G_0ρ + G_∞Δρ.

The first term includes the frozen ions and the second is the electronic response to the change. Give the model potential and the calculated one the same zero, namely a vanishing average over the supercell. Smooth the calculated one over the length of a primitive cell, to remove the sharp features of the displaced ions. Far from the defect, the calculated potential relative to the pristine cell should then follow this model up to a constant. If its shape does not, then n, the dielectric profile or the assumption of linear response is inadequate. A remaining constant may signal short-range charge that the model omits. The contribution of that charge to the energy must be treated separately; equation (4) does not contain it. In the vacuum beside a sheet, a wrong dielectric constant along the normal can also leave a constant, so the profile should be checked first. Using a fully static potential for this comparison would mix two different final states.

SECOND HALF: A POLAR SHEET IN VACUUM

The charge number changes from q to q+Δq with the ions fixed. The labels 0 and ∞ denote the static and the purely electronic response. For a normalised charge shape n, W_x is e² times its self-interaction through the dielectric Green function, with a neutralising background in the supercell. C_x is the isolated value minus the supercell value. The results carried over are

δE_vert = qΔqC_0 + ½(Δq)²C_∞,
R = ½(Δq)²(W_∞−W_0),

where R is the energy released when the ions later relax. As before, e is the elementary charge and ε_v the vacuum permittivity.

Q: How do you calculate W_x when the material occupies only a thin part of the cell?

A: Let z be normal to the sheet, and let the dielectric constants be ε_∥(z) in the plane and ε_⊥(z) along z. The sheet and the charge are symmetric about z = 0. I use a Gaussian charge of standard deviation w. Its profile along z is g(z), with ∫g dz = 1, and its in-plane Fourier transform is exp(−k²w²/2).

For in-plane wave number k, the divergence in the field equation becomes a z derivative and a factor k². The potential profile f_k(z) obeys

−d/dz(ε_⊥ df_k/dz) + ε_∥k²f_k = g.    (9)

Multiplying the potential by the charge brings in the square of the Gaussian transform, exp(−k²w²). For the isolated sheet,

W = (e²/ε_v)∫ d²k/(2π)² exp(−k²w²)∫g f_k dz.

For a cell of in-plane area S, the integral over k becomes 1/S times a sum over the reciprocal vectors of the cell. The term k = 0 needs separate treatment because of the background.

Q: Where does the difference between an isolated sheet and a stack of sheets enter equation (9)?

A: In the vacuum boundary condition. Choose a height z_b beyond which both the material and the charge are negligible. There f_k″ = k²f_k. An isolated sheet needs the decaying solution exp(−kz), so at z_b

−f_k′/f_k = k.

In a stack of period H, symmetry makes the slope zero halfway to the next sheet. The solution is cosh[k(H/2−z)], and

−f_k′/f_k = k tanh[k(H/2−z_b)].

The in-plane images enter through the replacement of an integral over k by a sum.

Q: And the term with k = 0?

A: In that term the charge is a plane with a uniform background between the planes. Let D(z) = −ε_⊥f_0′. Integrating the field equation from the symmetry plane, where D = 0, gives

D(z) = ∫₀ᶻ g(z')dz' − z/H.

Since D′ = g−1/H, integration by parts over one period gives

∫(g−1/H)f_0 dz = −∫D f_0′dz = ∫D²/ε_⊥ dz.

The contribution to W is therefore

W(k=0) = (2e²/ε_vS)∫₀^{H/2} D²/ε_⊥ dz.

When H is much larger than the sheet thickness and the charge width, D is close to ½−z/H over most of the cell. The integral is then

2∫₀^{H/2}(½−z/H)²dz = H/12.

At fixed S the leading growth is thus e²H/(12ε_vS), for both the static and the electronic W. More vacuum makes this term worse, because the background spreads over a greater height while the defect charge stays in the sheet.

Equation (4) now gives the finite-size correction for a charge change with frozen ions, and equation (9), with its boundary conditions and the separate k = 0 term, gives the W_x it needs for a sheet in vacuum. It remains to show how the ionic charge of a sheet depends on wavelength, to calculate and test the correction for a polar material, and to find where it fails.
